# The order-α² correction to the dissociation energy of H2

## Question

Hartree atomic units are used, so $c=1/\alpha$. The nuclei of H2 are clamped points $A$ at distance $R$, and

$$H_0=\tfrac12(p_1^2+p_2^2)+V,\qquad V=-\sum_{i,A}\frac1{r_{iA}}+\frac1{r_{12}}+\frac1R .$$

Write $\mathbf r=\mathbf r_1-\mathbf r_2$ and $r=r_{12}$. The electrons obey the two-electron Dirac equation with potential $V$, energies being counted from $2c^2$. The Breit interaction

$$B=-\tfrac12\,\alpha_{1i}\alpha_{2j}G_{ij},\qquad G_{ij}=\frac{\delta_{ij}}r+\frac{r_ir_j}{r^3},$$

is taken in first order. Repeated Cartesian indices are summed.

(a) Find the order $c^{-2}$ energy due to the Coulomb potential.

(b) Find the contribution of $B$ in a singlet state.

(c) Check the one-electron part on hydrogen, and find the limit of the molecular correction at large $R$.

(d) Show how the expectation values are evaluated with explicitly correlated Gaussians.

(e) Assemble the correction to the dissociation energy at $R=1.4$ bohr, then for the level $v=0$, $J=0$.

(f) Compare with the accurate value near $-0.53$ cm⁻¹ and judge the error.

## Model answers

### (a) Coulomb part

Let $L$ and $S$ mark large and small components, $\phi=\phi_{LL}$ and $\pi_i=\boldsymbol\sigma_i\cdot\mathbf p_i$, so that $\pi_i^2=p_i^2$. Three of the four component equations are

$$(V-E)\phi+c\pi_1\phi_{SL}+c\pi_2\phi_{LS}=0,$$
$$c\pi_1\phi+c\pi_2\phi_{SS}+(V-E-2c^2)\phi_{SL}=0,$$
$$c\pi_1\phi_{LS}+c\pi_2\phi_{SL}+(V-E-4c^2)\phi_{SS}=0,$$

and the fourth follows by exchanging the electrons. To leading order $\phi_{SL}=\pi_1\phi/2c$ and $\phi_{LS}=\pi_2\phi/2c$. The third equation then gives $\phi_{SS}=\pi_1\pi_2\phi/4c^2$. Inserting this in the second and keeping one more order,

$$\phi_{SL}=\frac1{2c}\left[1-\frac{X_1}{2c^2}\right]\pi_1\phi,\qquad X_1=E-V-\tfrac12p_2^2 .$$

The first equation becomes $(H_0+W)\phi=E\phi$ with

$$W=-\frac1{4c^2}(\pi_1X_1\pi_1+\pi_2X_2\pi_2).$$

The first-order energy is $\langle W\rangle$ in the normalized eigenfunction of $H_0$, with $E$ replaced by $E_0$ inside $W$; the replacement changes only higher orders.

Expanding a double commutator gives

$$\pi_1X_1\pi_1=\tfrac12(p_1^2X_1+X_1p_1^2)-\tfrac12[\pi_1,[\pi_1,X_1]].$$

The Schrödinger equation says $X_1\phi=\tfrac12p_1^2\phi$, so the first bracket contributes $\tfrac12\langle p_1^4\rangle$, understood as $\tfrac12\|p_1^2\phi\|^2$. Since $\pi_1$ commutes with $p_2^2$, the double commutator of $X_1$ is minus that of $V$. From $[\pi_1,V]=-i\boldsymbol\sigma_1\cdot\nabla_1V$ and $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,

$$[\pi_1,[\pi_1,V]]=-\nabla_1^2V-2\boldsymbol\sigma_1\cdot(\nabla_1V\times\mathbf p_1).$$

Multiplication by $-1/4c^2$ gives, for electron 1,

$$\frac1{c^2}\left\langle-\frac{p_1^4}8+\frac{\nabla_1^2V}8+\frac14\boldsymbol\sigma_1\cdot(\nabla_1V\times\mathbf p_1)\right\rangle .$$

These are the mass-velocity, Darwin and spin-orbit terms. With $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, each nuclear attraction gives $+\tfrac\pi2\delta(\mathbf r_{iA})$. The repulsion gives $-\tfrac\pi2\delta(\mathbf r)$ for each electron, hence $-\pi\delta(\mathbf r)$ in total.

### (b) Breit part

The matrices $\alpha_{1i}\alpha_{2j}$ connect $LL$ with $SS$ and $SL$ with $LS$. With the leading small components, the four resulting terms combine into

$$\langle B\rangle=-\frac1{8c^2}\left\langle\{\pi_1,\{\pi_2,\sigma_{1i}\sigma_{2j}G_{ij}\}\}\right\rangle .$$

For one electron and a function $g$ of position,

$$\{\pi,\sigma_ig\}=\{p_i,g\}+\epsilon_{kil}\sigma_l\partial_kg .$$

**Terms without spin.** Because $\partial_i\partial_jr=\delta_{ij}/r-r_ir_j/r^3$,

$$G_{ij}=\frac{2\delta_{ij}}r-\partial_i\partial_jr .$$

With $\nabla^2r=2/r$ this gives $\partial_iG_{ij}=0$. The momenta may therefore be moved through $G_{ij}$ when their indices are contracted, and the two anticommutators give $4p_{1i}G_{ij}p_{2j}$. The orbit-orbit term is $-\tfrac12p_{1i}G_{ij}p_{2j}/c^2$.

**Terms with one spin.** In the singlet $(\boldsymbol\sigma_1+\boldsymbol\sigma_2)|s\rangle=0$, while exchange symmetry makes $\langle\boldsymbol\sigma_1\rangle=\langle\boldsymbol\sigma_2\rangle$. Both are therefore zero, and all spin-orbit expectation values vanish.

**Terms with two spins.** Using $\partial_2=-\partial_1$ on functions of $\mathbf r$, they are

$$+\frac1{8c^2}\epsilon_{kil}\epsilon_{mjn}\sigma_{1l}\sigma_{2n}\,\partial_k\partial_mG_{ij}.$$

The part $\partial_i\partial_jr$ drops out, being symmetric in $k,i$. The rest, with $\epsilon_{kil}\epsilon_{min}=\delta_{ln}\delta_{km}-\delta_{lm}\delta_{kn}$, is

$$\frac1{4c^2}\left[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\nabla^2-\sigma_{1l}\sigma_{2n}\partial_n\partial_l\right]\frac1r .$$

In the singlet $\langle\sigma_{1l}\sigma_{2n}\rangle=-\langle\sigma_{1l}\sigma_{1n}\rangle=-\delta_{ln}$. The bracket becomes $(-3+1)\nabla^2(1/r)=8\pi\delta(\mathbf r)$, so the contact term is $+2\pi\delta(\mathbf r)/c^2$. Altogether

$$E_{\rm rel}=\alpha^2\left\langle-\frac{p_1^4+p_2^4}8+\frac\pi2\sum_{i,A}\delta(\mathbf r_{iA})-\pi\delta(\mathbf r)+2\pi\delta(\mathbf r)-\frac12p_{1i}G_{ij}p_{2j}\right\rangle .$$

In a singlet state $B$ thus contributes the spin-spin contact term and the orbit-orbit term. The operator is meant for first order: $-p^4/8$ is unbounded below and cannot be added to $H_0$ in a variational calculation.

### (c) Hydrogen and the separated atoms

For $\psi=e^{-r}/\sqrt\pi$, with $r$ now the distance to the nucleus, $p^2\psi=2(-\tfrac12+1/r)\psi$. The averages are $\langle1/r\rangle=4\int_0^\infty re^{-2r}dr=1$ and $\langle1/r^2\rangle=4\int_0^\infty e^{-2r}dr=2$. Therefore

$$\langle p^4\rangle=4\left(\tfrac14-1+2\right)=5,\qquad\langle\delta\rangle=\frac1\pi,\qquad E_{\rm rel}(\mathrm H)=\alpha^2\left(-\frac58+\frac12\right)=-\frac{\alpha^2}8 .$$

The Dirac ground-state energy $c^2(\sqrt{1-\alpha^2}-1)=-\tfrac12-\tfrac18\alpha^2-\tfrac1{16}\alpha^4-\dots$ agrees. The numerical output shows $-0.125003$ instead of $-0.125$ because the program divides the whole Dirac correction by $\alpha^2$, so that the $\alpha^4$ term is included.

At large $R$ the singlet function tends to $[a(1)b(2)+b(1)a(2)]/\sqrt2$ with real 1s functions $a$, $b$ on the two nuclei. The density at $\mathbf r_1=\mathbf r_2$ then vanishes with the overlap of $a$ and $b$. In the direct orbit-orbit term we may write $p_{1i}G_{ij}=\tfrac12\{p_{1i},G_{ij}\}$. The expectation value of $\{p_i,g\}$ in a real function is zero, because the operator is Hermitian and purely imaginary. The exchange part again vanishes with the overlap. Hence $E_{\rm rel}(R)\to-\alpha^2/4$, and the two-electron terms affect the dissociation energy through the molecule alone. The argument uses the uncorrelated limiting function and fixes only the limit. The approach is not exponential: the dipole-dipole correlation of the two atoms gives the orbit-orbit term a tail $+0.463\,\alpha^2/R^4$, which outlasts the overlap terms.

### (d) Expectation values with correlated Gaussians

The trial function is a linear combination of

$$\varphi=\exp\left[-a|\mathbf r_1-\mathbf P|^2-b|\mathbf r_2-\mathbf Q|^2-cr^2\right],$$

with $\mathbf P$, $\mathbf Q$ on the axis, summed over electron exchange and inversion. In this part $c$ is an exponent. Primes mark the second function of a pair, and $A=a+a'$, $B=b+b'$. The product $\varphi\varphi'$ equals the overlap $S$ times a normalized Gaussian distribution, over which the averages below are taken.

**Delta functions.** If a vector has mean $\mathbf d$ and variance $s$ per component, its probability density at zero is $(2\pi s)^{-3/2}e^{-d^2/2s}$. This, times $S$, is the matrix element.

**Mass-velocity.** Let $\mathbf u=\nabla_1\varphi/\varphi$ and $\mathbf w=\nabla_1\varphi'/\varphi'$, which are linear in the coordinates. Then $\nabla_1^2\varphi=[u^2-6(a+c)]\varphi$. For Gaussian variables with means $\boldsymbol\mu,\boldsymbol\mu'$ and cross-covariance $C$ per component, pairing the fluctuations gives, for each single component $i$ (no summation), $\mathrm{cov}(u_i^2,w_i^2)=2C^2+4C\mu_i\mu_i'$. Summing over the components,

$$\langle\nabla_1^2\varphi|\nabla_1^2\varphi'\rangle=S\left\{[\langle u^2\rangle-6(a+c)][\langle w^2\rangle-6(a'+c')]+6C^2+4C\boldsymbol\mu\cdot\boldsymbol\mu'\right\}.$$

**Orbit-orbit.** Moving $\mathbf p_1$ to the left function gives $-\tfrac12\int(\partial_{1i}\varphi)G_{ij}(\partial_{2j}\varphi')$. Put $\mathbf X=(A\mathbf r_1+B\mathbf r_2)/(A+B)$. Since $Ar_1^2+Br_2^2=(A+B)X^2+ABr^2/(A+B)$, the vectors $\mathbf X$ and $\mathbf r$ are independent, and $\mathbf X$ has variance $1/[2(A+B)]$ per component about its mean $\mathbf X_0$. The two logarithmic gradients are

$$\mathbf u_0+s_u\mathbf r-2a(\mathbf X-\mathbf X_0),\qquad\mathbf w_0+s_w\mathbf r-2b'(\mathbf X-\mathbf X_0),$$

with $\mathbf u_0=-2a(\mathbf X_0-\mathbf P)$, $\mathbf w_0=-2b'(\mathbf X_0-\mathbf Q')$, $s_u=-2[aB/(A+B)+c]$ and $s_w=2[b'A/(A+B)+c']$. Because $G_{ii}=4/r$ and $G_{ij}r_j=2r_i/r$, the element is

$$-\frac S2\left\langle\frac{2ab'}{A+B}\frac4r+u_{0i}G_{ij}w_{0j}+2(s_w\mathbf u_0+s_u\mathbf w_0)\cdot\frac{\mathbf r}r+2s_us_wr\right\rangle .$$

If $\mathbf r$ has mean $\mathbf d$ and variance $s$, then

$$\langle r\rangle=\left(d+\frac sd\right)\mathrm{erf}\frac d{\sqrt{2s}}+\sqrt{\frac{2s}\pi}\,e^{-d^2/2s}.$$

Derivatives with respect to $\mathbf d$ act on the averaged function, so $\langle\mathbf r/r\rangle=\nabla_d\langle r\rangle$, $\langle1/r\rangle=\tfrac12\nabla_d^2\langle r\rangle$ and $\langle G_{ij}\rangle=2\delta_{ij}\langle1/r\rangle-\partial_i\partial_j\langle r\rangle$. For one pair of functions, the matrix elements were tested against direct quadrature; the largest relative deviation was $1.1\times10^{-6}$.

### (e) Assembly

**Fixed distance.** With 476 functions at $R=1.4$ bohr, $\langle p_1^4+p_2^4\rangle=13.2303$, $\langle\sum\delta(\mathbf r_{iA})\rangle=0.91889$ and $\langle\delta(\mathbf r)\rangle=0.016836$. In units of $\alpha^2$ hartree:

- mass-velocity: $-13.2303/8=-1.6538$;
- one-electron Darwin: $(\pi/2)(0.91889)=1.4434$;
- two-electron Darwin plus contact: $(-\pi+2\pi)(0.016836)=0.0529$.

The full sum is $-0.2051$, which leaves $-0.0476$ for the orbit-orbit term. The unit $\alpha^2$ hartree is $11.6873$ cm⁻¹, so

$$\Delta D(1.4)=[-0.25-(-0.2051)]\times11.6873=-0.525\ \text{cm}^{-1}.$$

**Ground vibrational level.** For $J=0$ the nuclei obey

$$\left[-\frac1{2\mu}\frac{d^2}{dR^2}+E_0(R)\right]\chi=\varepsilon\chi,$$

with $\mu$ half the proton mass. Adding the small $E_{\rm rel}(R)$ to the potential shifts the level by $\langle\chi_0|E_{\rm rel}|\chi_0\rangle$ in first order. Hence

$$\Delta D_0=2E_{\rm rel}(\mathrm H)-\langle\chi_0|E_{\rm rel}(R)|\chi_0\rangle .$$

The averaged terms, and their effect on $D_0$ after subtraction from the two atoms, are listed below; the third decimal of the last column depends on the basis, as part (f) shows.

| Term | H2 ($\alpha^2$ hartree) | 2 H ($\alpha^2$ hartree) | $\Delta D_0$ (cm⁻¹) |
|---|---:|---:|---:|
| mass-velocity | −1.6286 | −1.2500 | 4.425 |
| one-electron Darwin | 1.4200 | 1.0000 | −4.909 |
| two-electron Darwin | −0.0511 | 0 | 0.597 |
| spin-spin contact | 0.1022 | 0 | −1.194 |
| orbit-orbit | −0.0463 | 0 | 0.542 |
| sum | −0.2039 | −0.2500 | −0.539 |

For the last line, $(-0.2500+0.2039)\times11.6873=-0.539$ cm⁻¹. Solving the nuclear equation again with $E_{\rm rel}$ included shifts the level by $-2.383$ cm⁻¹, which agrees with the averaged $-0.2039\,\alpha^2$ hartree. Averaging over the vibration, whose mean distance is $1.448$ bohr, changes the fixed-distance result by $-0.014$ cm⁻¹.

Relativity lowers the molecule by less than it lowers two atoms, so the bond is weakened. The two one-electron terms largely cancel and leave $-0.484$ cm⁻¹. The three two-electron terms, each larger than this remainder in magnitude, sum to $-0.055$ cm⁻¹. Without the spin-spin contact term the total would be $+0.655$ cm⁻¹, with the wrong sign.

### (f) Comparison and error

The computed $-0.539$ cm⁻¹ lies $0.009$ cm⁻¹ below the reference $-0.53$ cm⁻¹, a deviation of about 2% of the reference. Since the reference is given to two figures, its rounding alone allows $\pm0.005$ cm⁻¹.

The cancellation makes the result sensitive to the wavefunction: an uncompensated error of 0.2% in the one-electron Darwin change would already be $0.01$ cm⁻¹. There is a second reason for care. If the trial function is $\psi+\eta$, with $\eta$ small and orthogonal to $\psi$, the energy error is of second order in $\eta$, because $\langle\eta|H_0|\psi\rangle=0$. For another operator $O$ the error contains $2\,\mathrm{Re}\langle\eta|O|\psi\rangle$, which is of first order and generally not zero. The nested basis sets at $R=1.4$ bohr show the convergence:

| Functions | $E_0$ (hartree) | $\Delta D(1.4)$ (cm⁻¹) |
|---:|---:|---:|
| 296 | −1.16957 | −0.732 |
| 386 | −1.17439 | −0.527 |
| 476 | −1.17444 | −0.525 |

The last enlargement moves the correction by $0.002$ cm⁻¹. This is a change between two nested bases with the same cusp functions, not a bound on the remaining error. A differently built basis of 1048 functions, with denser exponent ladders at both cusps and the lower energy $-1.174455$ hartree, gives $\langle p_1^4+p_2^4\rangle=13.2333$, $\langle\sum\delta(\mathbf r_{iA})\rangle=0.91898$, $\langle\delta(\mathbf r)\rangle=0.016758$ and $\Delta D(1.4)=-0.519$ cm⁻¹. This shift of $0.006$ cm⁻¹ is of the same size as the deviation from the reference, and single terms move by up to $0.006$ cm⁻¹, so the computed correction is reliable to about $0.01$ cm⁻¹.

Gaussians are smooth at the nuclei, where the true function has a cusp, and they decay too fast at large distances. A hydrogen atom computed with the nuclear-centred exponents alone misses the Dirac value $-0.125003$ by $-0.000073\,\alpha^2$ hartree, and the order-$\alpha^2$ value $-1/8$ by $-0.000077\,\alpha^2$ hartree. The latter is the net error of the finite set of exponents: the mass-velocity term is off by $-0.000265$ and the Darwin term by $+0.000188$. The numerical output labels the molecular estimate made from it a nuclear-cusp error, but the comparison does not isolate the cusp. Scaled by the density at the nuclei, the atomic error corresponds to a magnitude of $0.0025$ cm⁻¹ in the molecular $E_{\rm rel}$. It is only a rough indication of size: the molecular basis contains other functions as well, so neither the sign nor the exact magnitude need carry over from the atom. The calculation does not identify the cause of the difference from the reference.

The calculation omits nuclear recoil in the relativistic term, the adiabatic correction to the clamped-nuclei curve, nonadiabatic coupling, nuclear size and QED effects of higher order in $\alpha$. For heavy nuclei of charge $Z$ the expansion parameter near the nucleus is $(Z\alpha)^2$, and a first-order treatment is no longer sufficient. The full set of computed values is in the numerical output below.

## Table of computed values

```
alpha^2 hartree = 11.68732 cm^-1
largest relative quadrature deviation = 1.1e-06
Dirac hydrogen, order alpha^2 = -0.125003 alpha^2 hartree
hydrogen in Gaussian ladder: energy = -0.4999706 hartree
hydrogen ladder error = -0.000073 alpha^2 hartree
estimated nuclear-cusp error in H2 E_rel = -0.0025 cm^-1
H2 at R = 1.4 bohr:
 296 functions: E = -1.1695682 hartree, E_rel = -0.18737 alpha^2 hartree
 386 functions: E = -1.1743945 hartree, E_rel = -0.20492 alpha^2 hartree
 476 functions: E = -1.1744360 hartree, E_rel = -0.20511 alpha^2 hartree
 <p1^4+p2^4> = 13.23031 a.u.
 <sum delta(r_iA)> = 0.91889 bohr^-3
 <delta(r12)> = 0.016836 bohr^-3
 virial residual = 4.2e-04 hartree
 interpolation error in E = 1.1e-05 hartree
 interpolation error in E_rel = 9.1e-04 cm^-1
 correction to D at fixed R = -0.5247 cm^-1
v=0, J=0: mean R = 1.4481 bohr
 nonrelativistic clamped-nuclei-curve D0 = 36101.1 cm^-1
term: H2 average, two atoms (alpha^2 hartree); change of D0 (cm^-1)
 mass-velocity: -1.62864, -1.25000; 4.4253
 one-electron Darwin: 1.42003, 1.00000; -4.9090
 two-electron Darwin: -0.05108, 0.00000; 0.5970
 spin-spin contact: 0.10216, 0.00000; -1.1940
 orbit-orbit: -0.04634, 0.00000; 0.5416
 sum: -0.20388, -0.25000; -0.5390
mass-velocity + one-electron Darwin = -0.4837 cm^-1
two-electron terms together = -0.0553 cm^-1
sum without spin-spin contact = 0.6550 cm^-1
vibrational level shift by E_rel = -2.3829 cm^-1
reference value = -0.53 cm^-1
computed minus reference = -0.0090 cm^-1
```
